Secondary-Electron Attenuation Length from Diffusion with Absorption

**1. The question**

The primary beam of a scanning electron microscope sets slow electrons free all along its track, which at beam energies of 10 keV or more reaches hundreds of nanometres or more into the solid. In many metals and semiconductors the slow electrons that leave the surface come mostly from a layer only a few nanometres thick. On its way out an electron can be turned by elastic collisions, often several times, and it may at any moment lose so much energy that it can no longer leave. How deep is the layer, and which of the two kinds of collision sets it?

Consider electrons of one energy in a homogeneous, isotropic solid that fills z > 0, with everything uniform along the surface. Elastic collisions have mean free path λ_el and turn the electron through an angle Θ, with mean cosine g = ⟨cos Θ⟩ and random azimuth. Removing collisions have mean free path λ_in. Here "removing" has a strict meaning: after such a collision the electron cannot cross the surface barrier. An inelastic collision that leaves it able to escape does not count in λ_in.

Let μ be the cosine between the velocity and the +z direction, and let ψ(z,μ) be the speed v times the electron density per unit μ. With S electrons released isotropically per unit volume and time, the steady balance along a direction is

μ ∂ψ/∂z + (1/λ_el + 1/λ_in) ψ = (1/λ_el) ∫ p(μ,μ′) ψ(z,μ′) dμ′ + S/2.  (1)

The integral runs from −1 to 1, and p is the probability density that an elastic collision turns μ′ into μ. Electrons are treated as classical particles between collisions.

**2. Two moments and the diffusion length**

Define the scalar flux φ = ∫ψ dμ, which is v times the density, and the current J = ∫μψ dμ, positive into the solid. Integrate (1) over μ. Elastic collisions conserve electrons, so their loss and gain cancel:

dJ/dz + φ/λ_in = S.  (2)

Next multiply (1) by μ and integrate. The new direction cosine after a deflection Θ with azimuth α is

μ = μ′ cos Θ + √(1−μ′²) sin Θ cos α.  (3)

Its average over α is μ′ cos Θ, so elastic collisions return a fraction g of the current they take out. The isotropic source contributes nothing. Therefore

d/dz ∫μ²ψ dμ = −J/λ₁,  1/λ₁ = (1−g)/λ_el + 1/λ_in = 1/λ_tr + 1/λ_in.  (4)

This defines the transport mean free path λ_tr = λ_el/(1−g), the path over which elastic collisions erase the memory of direction. With P₂(μ) = (3μ²−1)/2 and φ₂ = ∫P₂ψ dμ, we have μ² = 1/3 + (2/3)P₂, and (4) becomes

(1/3) dφ/dz + (2/3) dφ₂/dz = −J/λ₁.  (5)

Up to here nothing has been approximated within the model. The diffusion approximation takes the directions to be nearly isotropic, so that φ₂ is dropped beside φ. If also

r = λ_tr/λ_in ≪ 1,  (6)

then λ₁ may be replaced by λ_tr, and

J = −(λ_tr/3) dφ/dz.  (7)

In terms of the density n = φ/v this is Fick's law J = −D dn/dz with D = vλ_tr/3. Put (7) into (2) where there is no source:

−(λ_tr/3) d²φ/dz² + φ/λ_in = 0,

d²φ/dz² = φ/L²,  L = √(λ_tr λ_in/3).  (8)

The solutions are exp(−z/L) and exp(+z/L). Deep below all sources the growing one is excluded, and the flux decays with attenuation length L. The same length is √(Dτ), with τ = λ_in/v the mean time to removal. The speed cancels: a faster electron spreads faster but is removed sooner.

Both kinds of collision thus enter L symmetrically, though they act differently. Removal limits the total path, and elastic scattering folds that path up.

**3. A random-walk reading**

The factor 1/3 can be followed without assuming an exponential. Let a plane source at z = 0 release one electron per unit area and time, isotropically, in a solid without surfaces. Integrating (2) over all z gives ∫φ dz = λ_in, because J vanishes far away. Multiply (2) by z² and integrate by parts:

−2 ∫zJ dz + (1/λ_in) ∫z²φ dz = 0.  (9)

Multiply (5) by z and do the same:

−(1/3) ∫φ dz − (2/3) ∫φ₂ dz = −(1/λ₁) ∫zJ dz.  (10)

The integral of φ₂ is zero. Summed over depth, the electrons start isotropic, and neither elastic scattering nor removal at a rate independent of direction can prefer one. Hence ∫zJ dz = λ₁λ_in/3, and from (9) ∫z²φ dz = 2λ₁λ_in²/3. The density of removal points is φ/λ_in, with total one, so

⟨z²⟩ = (2/3) λ₁ λ_in.  (11)

This holds for any r. The diffusion profile exp(−|z|/L)/(2L) has ⟨z²⟩ = 2L², which agrees with (11) when λ₁ → λ_tr. At finite r, √(⟨z²⟩/2) need not equal the decay length of the tail, because the true profile is not a single exponential.

**4. The surface**

The detector sees electrons that cross z = 0. Let an electron have kinetic energy E inside, and let the barrier have height χ. Only motion along the normal helps it over, so classically it escapes if its outward cosine s = −μ satisfies Es² > χ, that is, s > μ_c = √(χ/E). Otherwise it is reflected specularly.

In the diffusion approximation the angular distribution is ψ = φ/2 + 3μJ/2; integrating it with weights 1 and μ returns φ and J. Let j = −J(0) be the net outward current. Every electron that meets the surface without escaping comes back, so j is the transmitted part alone:

j = ∫ s (φ/2 + 3sj/2) ds from μ_c to 1 = T₁φ/2 + 3T₂j/2,  (12)

T₁ = (1−μ_c²)/2,  T₂ = (1−μ_c³)/3.

Solve for φ(0) and insert j = (λ_tr/3)φ′(0) from (7):

φ(0) = z_e φ′(0),  z_e = (2λ_tr/3)(1 − 3T₂/2)/T₁.  (13)

Now release one electron per unit area and time at depth h. Above the source, the solution of (8) that obeys (13) is

φ = C [sinh(z/L) + (z_e/L) cosh(z/L)],  0 < z < h.

Below it, φ is proportional to exp(−z/L) and joins continuously, so just below the source φ′ = −φ/L. Integrating (2) across the source gives J(h+) − J(h−) = 1, or with (7)

(λ_tr/3)[φ′(h−) − φ′(h+)] = 1.

The two slopes add to (C/L)[cosh + (z_e/L) sinh + sinh + (z_e/L) cosh] at argument h/L. Since sinh + cosh is the exponential,

(λ_tr C/3L)(1 + z_e/L) exp(h/L) = 1.

The escaping current is (λ_tr/3)φ′(0) = λ_tr C/(3L). The escape probability is therefore

P(h) = exp(−h/L)/(1 + z_e/L).  (14)

The barrier changes the prefactor and leaves the decay length alone. If q electrons are released per unit volume and time at all depths, integrating (14) gives an emitted current qL²/(L + z_e) per unit area. For z_e ≪ L this is qL. For a strongly reflecting surface, z_e ≫ L, it is qL²/z_e, which is proportional to λ_in and no longer depends on λ_tr when μ_c is fixed. The yield and the attenuation length then respond differently to elastic scattering.

**5. How small must r be?**

The neglected φ₂ can be estimated from the next moment. Squaring (3) and averaging over α gives ⟨μ²⟩ = μ′² cos²Θ + (1−μ′²) sin²Θ/2, which rearranges to ⟨P₂(μ)⟩ = P₂(μ′)P₂(cos Θ). Elastic collisions thus preserve a fraction g₂ = ⟨P₂(cos Θ)⟩ of φ₂. With μP₂ = (2μ + 3P₃)/5, where P₃ is the third Legendre polynomial and φ₃ = ∫P₃ψ dμ, the source-free P₂ moment of (1) is

d/dz [(2J + 3φ₃)/5] = −φ₂/λ₂,  1/λ₂ = (1−g₂)/λ_el + 1/λ_in.  (15)

Look for a decay exp(−κz), so that d/dz becomes −κ. For r ≪ 1, φ₃ is smaller than J by a factor of order κ²λ_tr² ~ r, provided the higher angular moments also relax over lengths comparable with λ_tr. To leading order, then,

φ₂ = (2/5) κλ₂ J.  (16)

Equation (2) gives φ = κλ_in J, and (5) gives κφ + 2κφ₂ = 3J/λ₁. Substitute for φ and φ₂ and divide by J:

κ² (λ_in + 4λ₂/5) = 3/λ₁ = 3(1+r)/λ_tr.

κ² = (1/L²) (1+r)/[1 + (4/5)(λ₂/λ_tr) r].  (17)

The true decay length is L_true = 1/κ. Expanding the square root,

L_true = L {1 − (r/2)[1 − 4λ₂/(5λ_tr)]} + terms of relative order r².  (18)

At this order λ₂ may be taken as λ_el/(1−g₂). For isotropic scattering λ₂ = λ_tr, and the correction is −r/10. The "1" in the bracket comes from absorption in λ₁, and the other term from φ₂. They are of the same order and opposite in sign, and which is larger depends on the elastic law. For the Henyey–Greenstein law used below, λ₂/λ_tr = 1/(1+g) at this order, so the absorption term is the larger and L is too long unless g < −0.2. Keeping λ₁ while dropping φ₂, which gives √(λ₁λ_in/3), is therefore not a consistent improvement on (8): at first order in r it lies closer to L_true than L does only when λ₂/λ_tr < 5/8, as for strongly forward scattering.

The assumption of near isotropy can now be judged. From (16) and (2), φ₂/φ = 2λ₂/(5λ_in), of order r. The ratio J/φ is L/λ_in = √(r/3), which falls more slowly.

For larger r, equation (1) was solved numerically. The directions were replaced by 64 quadrature nodes, and the smallest decay rate was found as an eigenvalue of the resulting matrix. The elastic law was the Henyey–Greenstein distribution, for which g₂ = g². With g = 0.3 held fixed:

r = 0.10: L/L_true = 1.02
r = 0.25: L/L_true = 1.05
r = 0.50: L/L_true = 1.09
r = 1.00: L/L_true = 1.17
r = 2.00: L/L_true = 1.31
r = 4.00: L/L_true = 1.54

For this law with g = 0.3, L is 10 % above L_true at r ≈ 0.56; the same error is reached at r ≈ 0.95 for g = 0 and at r ≈ 0.38 for g = 0.9. The formula therefore degrades gradually, and remains a fair estimate even where L is hardly longer than λ_tr.

It must fail when elastic scattering is weak. To come from depth h an electron needs a path of at least h, which it survives with probability at most exp(−h/λ_in). Hence L_true ≤ λ_in. Equation (8) violates this bound when λ_tr > 3λ_in. At r = 4 it gives L = 1.15λ_in, while the transport equation gives 0.75λ_in.

A small r is not sufficient by itself. Within about a transport length of a surface or a source, the directions have not settled into their near-isotropic form. The medium must also be uniform over several L, and the energy must stay nearly constant until removal.

**6. Example: slow secondaries in amorphous silicon**

Take an electron 3 eV above the vacuum level in an amorphous silicon film, a layer met in linewidth measurement. Round, rough parameters are λ_el = 0.7 nm, g = 0.3, λ_in = 4 nm and χ = 4 eV, so E = 7 eV above the conduction-band edge. Then

λ_tr = 0.7 nm/(1 − 0.3) = 1.0 nm,  r = 1.0/4 = 0.25,

L = √(1.0 × 4/3) nm = 1.15 nm = 11.5 Å.

The transport equation gives L_true = 1.10 nm, so L is 4.6 % too long relative to it. Keeping absorption in λ₁ while dropping φ₂ gives 1.03 nm, which is about 6 % too short. The root-mean-square depth (11) is 1.46 nm. A simulation of 400 000 individual electron histories gives the same value to these digits.

For the surface, μ_c = √(4/7) = 0.756 and (13) gives z_e = 2.23 nm. The prefactor in (14) is 1/(1 + 2.23/1.155) = 0.34. The escape probabilities from (14) and from the transport equation with the same barrier are:

h = 1 nm: 0.144 and 0.139
h = 2 nm: 0.060 and 0.058
h = 4 nm: 0.0107 and 0.0096

At 4 nm diffusion is about 12 % too high. Its overlong L alone would raise the result by a factor exp(4/1.104 − 4/1.155) ≈ 1.17, but its prefactor is 5 % below the value 0.359 that the slowest transport mode has.

The local decay length −P/(dP/dh) of the transport solution is 1.63 nm at h = 0.2 nm, 1.19 nm at 1 nm and 1.12 nm at 2 nm. A single exponential thus describes the deeper part of the escape curve, but not roughly the outermost nanometre. At h = 0, (14) gives 0.34 where the transport equation gives 0.28, and for uniform release the emitted current qL²/(L + z_e) is about 7 % too high.

These inputs are a model of the film, not measured properties of it. Errors in them pass directly into L: halving or doubling λ_in, with λ_tr fixed, moves L to 0.82 or 1.63 nm, far more than the diffusion error. Real secondaries also have a spectrum of energies, each with its own lengths, so a measured escape curve need not have one decay length. Some other neglected effects can be sized for the same electron:

- **Ionization that spares an electron.** With a gap of 1.7 eV, an ionizing collision leaves 5.3 eV for two electrons and a hole. If they share it in proportion to square-root densities of states, without momentum selection, 0.06 electrons per collision stay above the barrier. If the 4 nm is read as the path between all ionizing collisions, the mean path to removal is longer by the factor 1 + 0.058. There is no further repetition, because a second ionization would leave at most 5.3 − 1.7 = 3.6 eV, below the barrier. With the other lengths unchanged, using this mean path in (8) raises L by the factor √1.058, to about 1.19 nm. This estimate treats a spared electron as if it escaped as easily as the first one, and it is not a new asymptotic decay length. Longer paths at the lower energy of the spared electrons would increase the effect, while their narrower escape cone, just above the barrier, reduces their share of the emitted current. The actual change may therefore be larger or smaller.
- **Vibrational loss.** Even if each of the λ_in/λ_el ≈ 5.7 elastic collisions cost 0.06 eV, the mean loss before removal would be 0.34 eV, against the 3 eV available above vacuum. With E lower by that amount and the same mean free paths, the narrower escape cone would reduce the prefactor in (14) from 0.34 to 0.32.
- **Charging.** A field of 0.1 MV/cm changes the energy by about 0.01 eV over L.
- **Interference.** For the free-electron mass, the wave number times λ_el is about 9.5. The wavelength is thus shorter than the elastic path, which supports the particle picture inside the film without proving it. At the surface a wave is partly reflected even when its normal energy exceeds the barrier. For an abrupt step this would lower the prefactor in (14) from 0.34 to about 0.29; a smoother barrier reflects less.

The disorder of the film also matters. In a good crystal the periodic lattice does not by itself randomize direction, and λ_tr may be much longer. If it were 8 nm, with λ_in = 4 nm and g = 0.3 unchanged, then r = 2. Equation (8) would give 3.3 nm where the transport equation gives 2.5 nm, an excess of 31 %. There the transport equation should replace the diffusion formula.
